\section*{Pi phase shift length and free-carrier loss in a silicon modulator}

\section*{Question}

I am stuck on an exercise about a silicon phase modulator. Electron--hole pairs are injected into the waveguide at a density of $5\times10^{17}\,\mathrm{cm^{-3}}$, and the modal overlap is 80 percent. I have to find the length that gives a phase shift of $\pi$, and the free-carrier loss in decibels that comes with it. No wavelength is given, so I assume $1.55\,\mu\mathrm{m}$.

I know that free carriers change both the refractive index and the absorption, but three things are unclear to me. Why does the index go down while the absorption goes up? Does the 80 percent multiply the phase, the loss, or both? And is it simply the fraction of the optical power that travels where the carriers are?

\section*{Answer}

The calculation has two parts: what the carriers do to silicon, and what the changed silicon does to the guided mode. Your first question belongs to the first part, the other two to the second.

I let fields vary as $\exp[i(\beta z-\omega t)]$, with $\beta=k_0 n_{\rm eff}$, $k_0=2\pi/\lambda$ and $\lambda$ the vacuum wavelength. A positive imaginary part of the index then means loss. The silicon is undoped before injection, its temperature is held fixed, and the density is uniform along the device and across the region that contains carriers.

\subsection*{Why the index falls and the absorption rises}

Take a free carrier of charge $q$, effective mass $m$ and scattering time $\tau$, driven by the optical field $E e^{-i\omega t}$:
\begin{equation}
m\ddot x+\frac{m}{\tau}\dot x=qE e^{-i\omega t}.
\end{equation}
Inserting $x=Xe^{-i\omega t}$ turns the left side into $-m(\omega^2+i\omega/\tau)X$ times the exponential, so
\begin{equation}
X=-\frac{qE}{m\omega^2}\,\frac{1}{1+ig},\qquad g=\frac{1}{\omega\tau}.
\end{equation}
The minus sign is the essential point. With no restoring force, the displacement of the carrier is nearly opposite in phase to the force on it when $g$ is small. A density $N$ of carriers adds the polarization $NqX$, and dividing by $\varepsilon_0E$ gives the change of relative permittivity,
\begin{equation}
\delta\varepsilon=-\frac{S}{1+ig}=-\frac{S(1-ig)}{1+g^2},\qquad
S=\frac{Nq^2}{\varepsilon_0 m\omega^2}.
\end{equation}
The charge enters squared, so electrons and holes act in the same direction. If the index $n$ becomes $n+\Delta n+i\Delta\kappa$, then to first order $\delta\varepsilon=2n(\Delta n+i\Delta\kappa)$. Separating real and imaginary parts,
\begin{equation}
\Delta n=-\frac{S}{2n(1+g^2)},\qquad
\Delta\kappa=\frac{Sg}{2n(1+g^2)}.
\end{equation}
The field amplitude decays as $\exp(-k_0\Delta\kappa z)$ and the power as its square, so the power absorption coefficient is
\begin{equation}
\Delta\alpha=2k_0\Delta\kappa=\frac{4\pi\Delta\kappa}{\lambda}
=\frac{\omega}{c}\,\frac{Sg}{n(1+g^2)}.
\label{eq:alpha}
\end{equation}
The part of the displacement that is opposite to the force lowers the index; the scattering, through $g$, absorbs power.

\subsection*{Numbers for silicon}

This Drude model explains the signs, but it is not accurate enough for the exercise. For that I use the Soref--Bennett relations, an empirical fit for silicon at $1.55\,\mu\mathrm{m}$. They are an input here and do not follow from the derivation above. They were obtained from absorption spectra of doped silicon; adding the electron and hole terms for injected pairs is the customary assumption. With electron and hole densities $N_e$, $N_h$ in $\mathrm{cm^{-3}}$ and $\Delta\alpha$ in $\mathrm{cm^{-1}}$,
\begin{align}
\Delta n&=-\left(8.8\times10^{-22}N_e+8.5\times10^{-18}N_h^{0.8}\right),\\
\Delta\alpha&=8.5\times10^{-18}N_e+6.0\times10^{-18}N_h .
\end{align}
These coefficients hold only for densities in $\mathrm{cm^{-3}}$. For densities in $\mathrm{m^{-3}}$ the coefficients of the linear terms would have to be multiplied by $10^{-6}$, but that of $N_h^{0.8}$ by $10^{-4.8}$.

Carriers are injected in pairs, so $N_e=N_h=5\times10^{17}\,\mathrm{cm^{-3}}$. The index change is
\begin{align}
\Delta n_e&=-8.8\times10^{-22}\,(5\times10^{17})=-4.40\times10^{-4},\\
\Delta n_h&=-8.5\times10^{-18}\,(5\times10^{17})^{0.8}=-1.226\times10^{-3},\\
\Delta n&=\Delta n_e+\Delta n_h=-1.666\times10^{-3},
\end{align}
and the absorption is
\begin{equation}
\Delta\alpha=(4.25+3.00)\,\mathrm{cm^{-1}}=7.25\,\mathrm{cm^{-1}}.
\end{equation}
Holes supply most of the index change, while electrons supply the larger part of the absorption.

How far off is the Drude model? Take $n=3.48$ and rounded conductivity masses of 0.26 electron masses for electrons and 0.39 for holes. Choose each $\tau$ so that \eqref{eq:alpha} reproduces the fitted absorption of that carrier. This is a quadratic equation for $g$, whose smaller root belongs to weak damping, $\omega\tau>1$. The times come out near 9 fs for both carriers. They are effective parameters of this matching, not measured scattering times. The index changes are then $-5.9\times10^{-4}$ for electrons and $-3.9\times10^{-4}$ for holes. The first is somewhat larger in size than the fitted value, the second about a third of it, and the total is 0.59 of the fitted total. For the index, the model gives the sign and the order of magnitude. For the absorption it gives only the sign, since the size was matched by the choice of $\tau$. Scattering times taken from the mobilities of undoped silicon, about 1400 and $450\,\mathrm{cm^2/(V\,s)}$, are near 200 fs and 100 fs, and they would make the absorption about 20 and 10 times smaller than the fit. The photon energy is about $30\,kT$ at room temperature, so the low-frequency scattering time is not the one that governs optical absorption. With fixed $m$ and $\tau$ it also makes $\Delta n$ proportional to $N$, so it cannot produce the power 0.8 for holes.

\subsection*{What the overlap multiplies}

The mode feels the carriers only where they are. The useful definition of the overlap is therefore the response of the mode index to the index of the carrier region,
\begin{equation}
\Gamma=\frac{\partial n_{\rm eff}}{\partial n}.
\label{eq:gammadef}
\end{equation}
I read your 80 percent as $\Gamma=0.80$. To see what this contains, take a slab guide and a TE mode with field $E_0(x)$:
\begin{equation}
E_0''+\left(k_0^2n^2(x)-\beta_0^2\right)E_0=0 .
\end{equation}
With carriers present, $n^2$ changes by $\delta(n^2)$, and the new mode obeys
\begin{equation}
E_1''+\left(k_0^2n^2+k_0^2\,\delta(n^2)-\beta_1^2\right)E_1=0 .
\end{equation}
Multiply the second equation by $E_0$, the first by $E_1$, subtract, and integrate over all $x$. The derivative terms combine into $\int(E_0E_1'-E_1E_0')'\,dx$. This vanishes, because a TE field and its slope are continuous at the interfaces and the guided fields decay at large distance. What remains is
\begin{equation}
(\beta_1^2-\beta_0^2)\int E_0E_1\,dx
=k_0^2\int\delta(n^2)\,E_0E_1\,dx .
\end{equation}
To first order, $E_1$ may be replaced by $E_0$, which is real for the lossless guide. Also $\beta_1^2-\beta_0^2=2k_0^2n_{\rm eff}\,\delta n_{\rm eff}$, and $\delta(n^2)=2n(\Delta n+i\Delta\kappa)$ inside the carrier region. Hence
\begin{equation}
\delta n_{\rm eff}=\Gamma\,(\Delta n+i\Delta\kappa),\qquad
\Gamma=\frac{n}{n_{\rm eff}}\,f,\qquad
f=\frac{\int_{\rm carriers}E_0^2\,dx}{\int E_0^2\,dx}.
\label{eq:gamma}
\end{equation}

This answers your second question: the same real factor $\Gamma$ multiplies the index change and the absorption. The modal values are
\begin{align}
\Gamma\Delta n&=0.80\,(-1.666\times10^{-3})=-1.333\times10^{-3},\\
\Gamma\Delta\alpha&=0.80\times7.25\,\mathrm{cm^{-1}}=5.80\,\mathrm{cm^{-1}}.
\end{align}

It also answers the third. The power flow of a TE slab mode is proportional to $E_0^2$, so $f$ is the power fraction, and $\Gamma$ is larger by the factor $n/n_{\rm eff}$. In a weakly guiding structure this ratio is close to one; in a silicon guide it need not be. The factor $n/n_{\rm eff}$ belongs to the TE slab mode only. For the TM mode of the 220 nm slab used below, with carriers in all of the silicon, $n_{\rm eff}=2.05$, the power fraction is 0.59 and $\Gamma=0.75$, whereas $(n/n_{\rm eff})f$ would be 0.99. For TM modes and for rib or wire guides, $\Gamma$ has to be computed from its definition \eqref{eq:gammadef}.

\subsection*{The length for a phase of $\pi$}

Over a length $L$ the carriers change the phase by
\begin{equation}
\Delta\phi=k_0\Gamma\Delta n\,L=\frac{2\pi}{\lambda}\,\Gamma\Delta n\,L .
\end{equation}
Since $\Delta n<0$, the shift is negative, and its size reaches $\pi$ when $2\Gamma|\Delta n|L/\lambda=1$. Therefore
\begin{equation}
L_\pi=\frac{\lambda}{2\Gamma|\Delta n|}
=\frac{1.55\,\mu\mathrm{m}}{2\times1.333\times10^{-3}}
\approx 581\,\mu\mathrm{m}=0.581\,\mathrm{mm}.
\label{eq:length}
\end{equation}

\subsection*{The loss over that length}

The transmitted power fraction is $T=\exp(-\Gamma\Delta\alpha L_\pi)$. With $L_\pi=0.0581\,\mathrm{cm}$ the exponent is $5.80\times0.0581=0.337$, so $T=0.714$. In decibels,
\begin{equation}
A_\pi=-10\log_{10}T=10\log_{10}(e)\,\Gamma\Delta\alpha L_\pi
=4.343\times0.337\approx1.46\,\mathrm{dB}.
\end{equation}
Rounded, the answer with these coefficients is $0.58\,\mathrm{mm}$ and $1.5\,\mathrm{dB}$. The coefficients are empirical, so a real device may differ from these values by ten percent or more. This is the added free-carrier loss alone. Scattering from rough walls, absorption in contacts and doped regions, and coupling loss come on top.

Now insert \eqref{eq:length} into the loss:
\begin{equation}
A_\pi=10\log_{10}(e)\,\frac{\lambda\,\Delta\alpha}{2|\Delta n|}.
\label{eq:loss}
\end{equation}
The overlap has cancelled. A poorer overlap makes the device longer, but each unit of length absorbs less in the same proportion. The cancellation relies on electrons and holes having the same overlap, as they do when they share one region. If their overlaps $\Gamma_e$ and $\Gamma_h$ differ, the phase contains $\Gamma_e\Delta n_e+\Gamma_h\Delta n_h$ and the loss $\Gamma_e\Delta\alpha_e+\Gamma_h\Delta\alpha_h$, and the geometry no longer drops out in general.

\subsection*{A guide in which the overlap is 80 percent}

A concrete slab shows the difference between $\Gamma$ and $f$. Let silicon of index 3.48 and thickness 220 nm lie between oxide layers of index 1.44. Its lowest TE mode has $n_{\rm eff}=2.851$ without carriers. Put the carriers in a central layer of half-width $a$, and let $d=110\,\mathrm{nm}$ be half the slab thickness. This layer is an idealization that lets $\Gamma$ be varied; in a real guide of this thickness, injected carriers would diffuse through all of the silicon. With $n_c$ the complex index of the central layer, define
\begin{equation}
p=k_0\sqrt{n_c^2-n_{\rm eff}^2},\quad
s=k_0\sqrt{3.48^2-n_{\rm eff}^2},\quad
\eta=k_0\sqrt{n_{\rm eff}^2-1.44^2}.
\end{equation}
The even mode is $\cos px$ in the central layer. Carrying the field and its slope through the outer silicon, of thickness $b=d-a$, gives at the oxide boundary
\begin{align}
E(d)&=\cos pa\,\cos sb-\frac{p}{s}\sin pa\,\sin sb,\\
E'(d)&=-p\sin pa\,\cos sb-s\cos pa\,\sin sb .
\end{align}
In the oxide the field decays as $e^{-\eta x}$, so the mode condition is $E'(d)+\eta E(d)=0$. It holds for complex indices and makes no assumption that the carrier effect is small.

From \eqref{eq:gamma}, $\Gamma=0.80$ requires a central layer 157 nm wide, which carries a power fraction of 0.655. Solving the mode condition for the complex $n_{\rm eff}$ with the secant method, with and without carriers, gives a shift of $-1.333\times10^{-3}$ in the real part and $7.15\times10^{-5}$ in the imaginary part. The corresponding $\pi$ length is $581.5\,\mu\mathrm{m}$ and the loss $1.46\,\mathrm{dB}$, so the first-order treatment is ample at this density. A layer 71 nm wide has $\Gamma=0.40$. The same calculation then gives a length of $1163\,\mu\mathrm{m}$, twice as long, and again $1.46\,\mathrm{dB}$.

If whoever set the exercise meant a power fraction $f=0.80$, then for this slab mode $\Gamma=0.80\times3.48/2.851$, and the length becomes
\begin{equation}
L_\pi=581.4\,\mu\mathrm{m}\times\frac{2.851}{3.48}\approx476\,\mu\mathrm{m}.
\end{equation}
The loss stays at $1.46\,\mathrm{dB}$, by \eqref{eq:loss}. So the reading of ``80 percent'' affects your first answer and not your second.

\subsection*{Would another density be better?}

Write the fitted relations for $N_e=N_h=N$ as $|\Delta n|=BN+HN^{0.8}$ and $\Delta\alpha\propto N$. The logarithmic slope of \eqref{eq:loss} is
\begin{equation}
\frac{d\ln A_\pi}{d\ln N}
=1-\frac{BN+0.8\,HN^{0.8}}{BN+HN^{0.8}}
=0.2\,\frac{HN^{0.8}}{BN+HN^{0.8}} .
\end{equation}
The last fraction is the hole share of the index change, here 0.736, so the slope is $0.2\times0.736=0.147$. In this fit the loss per $\pi$ rises slowly with density, because the hole contribution to the index grows more slowly than the absorption. The length falls much faster: since $L_\pi\propto1/|\Delta n|$, its slope is $-(1-0.147)=-0.853$. At fixed $\Gamma=0.80$ the formulas give:
\begin{center}
\begin{tabular}{ccc}
$N$ ($\mathrm{cm^{-3}}$) & $L_\pi$ ($\mu$m) & $A_\pi$ (dB)\\
$1\times10^{17}$ & 2272 & 1.14\\
$5\times10^{17}$ & 581 & 1.46\\
$1\times10^{18}$ & 321 & 1.62
\end{tabular}
\end{center}
In this fit, a tenfold increase in density shortens the device about sevenfold and adds about half a decibel. The size of that rise depends on the fit. The later fit of Nedeljkovic, Soref and Mashanovich (2011), in which the absorption grows faster than $N$, gives about 0.8 dB over the same range, and about $0.66\,\mathrm{mm}$ and $1.5\,\mathrm{dB}$ at $5\times10^{17}\,\mathrm{cm^{-3}}$. On free-carrier loss alone, a long device at low density is preferable, but background loss, which grows with length, works against it.

\subsection*{If the phase shifter sits in an interferometer}

In a Mach--Zehnder modulator with equal splitting and carriers in one arm, the two field amplitudes at the output are in the ratio $1:\sqrt T$. At a relative phase of $\pi$ they subtract, and the output power relative to the input is $(1-\sqrt T)^2/4$. This is zero only for $T=1$, so the free-carrier loss keeps the dark state from being fully dark. If instead a fixed phase offset of $\pi$ between the arms makes the state with carriers the bright one, the amplitudes add there, and the output is $(1+\sqrt T)^2/4$, which is less than one: the loss then dims the bright state.
